\section*{Singlet-triplet gap of copper(II) acetate from its susceptibility maximum}

\section*{Question}

I am working with copper(II) acetate as a precursor and want to know how its two copper spins are coupled. The solid contains dimers: two Cu(II) ions, each with one unpaired electron, bridged by four acetate groups. Its molar susceptibility rises on cooling, passes through a broad maximum near 255 K, and then falls. I was told to get the singlet-triplet gap from this with the Bleaney-Bowers equation,
\[
\chi=\frac{Ng^2\mu_B^2}{kT}\,\frac{2}{3+e^{\Delta/kT}} .
\]

My first idea was that the maximum must sit where the thermal energy equals the gap, so $\Delta/k=255$ K. When I differentiate instead, I get an equation with $\Delta/kT$ both inside and outside an exponential, and I cannot isolate it. I have three questions.

\begin{enumerate}
\item Where does the equation come from, and is $\chi$ counted per copper or per dimer?
\item How do I solve the condition for the maximum, and how do I know that I have the right root?
\item How far can I trust the gap, given that my sample may contain some monomeric copper and that the peak is very flat?
\end{enumerate}

\section*{Answer}

\subsection*{The levels and the susceptibility}

Take each copper as a spin $1/2$ and write the exchange energy as
\begin{equation}
H=J\,\mathbf S_1\cdot\mathbf S_2 .
\end{equation}
The total spin is $\mathbf S=\mathbf S_1+\mathbf S_2$. Squaring it gives $\mathbf S^2=\mathbf S_1^2+\mathbf S_2^2+2\,\mathbf S_1\cdot\mathbf S_2$, and each single-spin square equals $\tfrac12\cdot\tfrac32=\tfrac34$. Therefore
\begin{equation}
\mathbf S_1\cdot\mathbf S_2=\tfrac12\left[S(S+1)-\tfrac32\right].
\end{equation}
The singlet ($S=0$) has energy $-3J/4$, and the three triplet states ($S=1$) have energy $J/4$. The gap is $\Delta=E_{\rm triplet}-E_{\rm singlet}=J$, positive when the singlet is lowest. Some authors write $H=-2J'\,\mathbf S_1\cdot\mathbf S_2$; comparing the two forms gives $J'=-\Delta/2$. Quoting the gap itself avoids this ambiguity.

Now apply a field $B$. The singlet does not respond. With one isotropic $g$ factor, the triplet states shift by $-g\mu_BB\,m$, where $m=-1,0,1$ labels the spin component, with its sign chosen so that $m=1$ has its moment along the field. Define
\[
x=\frac{\Delta}{kT},\qquad b=\frac{g\mu_BB}{kT}.
\]
The partition function of one dimer is
\begin{equation}
Z=e^{3J/4kT}+e^{-J/4kT}(1+2\cosh b)
 =e^{-J/4kT}\left(e^x+1+2\cosh b\right).
\end{equation}
The mean moment along the field is $kT\,\partial\ln Z/\partial B$. Since $\partial b/\partial B=g\mu_B/kT$,
\begin{equation}
M=g\mu_B\,\frac{2\sinh b}{e^x+1+2\cosh b}
\simeq g\mu_B\,\frac{2b}{3+e^x}\qquad(b\ll1).
\label{moment}
\end{equation}
Dividing by $B$ and multiplying by Avogadro's number $N$ gives your equation, in cgs units of cm$^3$/mol:
\begin{equation}
\chi=\frac{Ng^2\mu_B^2}{kT}\,\frac{2}{3+e^x}.
\label{bb}
\end{equation}
We have counted one dimer at a time, so this is per mole of dimers. Per mole of copper it is half as large. That factor changes the height of the curve but not the position of its maximum.

The fraction of dimers in the triplet at zero field is $p=3/(3+e^x)$, so
\begin{equation}
\chi=\frac23\,\frac{Ng^2\mu_B^2}{kT}\,p .
\label{population}
\end{equation}
This is the Curie law of a spin 1, for which $S(S+1)/3=2/3$, multiplied by the fraction of dimers that carry that spin. Cooling makes each triplet easier to align but leaves fewer triplets. The maximum is the balance between these two trends.

Both limits show this. At high temperature $x\to0$, and \eqref{bb} becomes $Ng^2\mu_B^2/(2kT)$, the sum of two free spins $1/2$. At low temperature and $\Delta>0$, it becomes $(2Ng^2\mu_B^2/kT)e^{-\Delta/kT}$, which vanishes because the triplets freeze out.

\subsection*{The condition for the maximum}

Keep $\Delta$ fixed while $T$ varies. Because $1/kT=x/\Delta$,
\begin{equation}
\chi=\frac{2Ng^2\mu_B^2}{\Delta}\,f(x),\qquad f(x)=\frac{x}{3+e^x}.
\end{equation}
The quotient rule gives
\begin{equation}
f'(x)=\frac{(3+e^x)-xe^x}{(3+e^x)^2}
=\frac{3-(x-1)e^x}{(3+e^x)^2}.
\end{equation}
Also $dx/dT=-x/T$, so the chain rule yields
\begin{equation}
\frac{d\chi}{dT}=-\frac{2Ng^2\mu_B^2}{kT^2}\,f'(x).
\label{slope}
\end{equation}
The stationary condition is therefore
\begin{equation}
(x-1)e^x=3 .
\label{root}
\end{equation}

Let $h(x)=(x-1)e^x$. Its derivative is $h'(x)=xe^x$. For $x>0$ the function rises steadily from $h(0)=-1$ without bound, so it equals 3 exactly once. Call this root $x_m$. On the hot side, $x<x_m$, we have $f'>0$ and \eqref{slope} says that $\chi$ falls with rising temperature. On the cold side, $x>x_m$, it rises. The root is a maximum.

For $x<0$, $h$ is negative and \eqref{root} has no solution. A dimer with its triplet lowest has a susceptibility that falls steadily as temperature rises. Within this model, your maximum thus tells you the sign of the gap as well as its size: the singlet is the ground state.

You cannot isolate $x$ with elementary functions, but you do not need to. Newton's method for $h(x)-3=0$ is
\begin{equation}
x_{\rm new}=x-\frac{(x-1)e^x-3}{xe^x}.
\end{equation}
Starting at $x=2$, the first step is
\[
x_{\rm new}=2-\frac{e^2-3}{2e^2}=1.703003 .
\]
The next values are 1.611050, 1.603591 and 1.603546, after which the printed digits no longer change. The start is a safe one: $h(2)=e^2>3$ places it above the root, and $h''(x)=(1+x)e^x>0$ there. Each tangent of this convex curve meets the level 3 between the root and the current point, so the iterates approach the root from above.

If you have the Lambert function $W$, defined by $We^W=y$, divide \eqref{root} by $e$ to get $(x-1)e^{x-1}=3/e$. Hence
\begin{equation}
x_m=1+W(3/e)=1.603546 .
\end{equation}

\subsection*{The gap}

With $T_{\max}=255$ K,
\begin{equation}
\frac{\Delta}{k}=x_mT_{\max}=1.603546\times255\ {\rm K}=408.9\ {\rm K}.
\end{equation}
This corresponds to $284\ {\rm cm^{-1}}$ or $35.2$ meV. As a test of the whole chain, the dimer Hamiltonian was diagonalized with this gap and the maximum of the resulting susceptibility was located by direct search. It lies at 255.00 K.

Your first idea, $\Delta=kT_{\max}$, fails because it ignores how the populations change. From \eqref{population}, the maximum requires $d\ln p/d\ln T=1$, so that the growth in triplet number cancels the factor $1/T$. Differentiating $p$ gives $d\ln p/d\ln T=x(1-p)$. The singlet fraction at the maximum is therefore $1-p=1/x_m$, or about 62\%, and the triplet fraction is 0.376. A gap of only 255 K would put the peak at $255/1.6035\simeq159$ K.

The height offers a second use of the data. At the maximum, \eqref{root} gives $3+e^{x_m}=x_me^{x_m}$, so $f(x_m)=e^{-x_m}=(x_m-1)/3$ and
\begin{equation}
\chi_{\max}=\frac{2Ng^2\mu_B^2}{3\Delta}(x_m-1).
\end{equation}
Take $g=2.16$, a rough typical value for Cu(II) in this compound. With $N\mu_B^2/k=0.37515$ cm$^3$\,K/mol,
\[
\chi_{\max}=\frac{2(0.37515)(2.16)^2(0.603546)}{3(408.9)}
=1.72\times10^{-3}\ {\rm cm^3/mol}
\]
per mole of dimers, or $8.6\times10^{-4}$ cm$^3$/mol per mole of copper. The position of the peak fixes $\Delta$ without knowing $g$; for a fixed gap, the height then tests $g$, once the background discussed below has been subtracted. A gap that drifts with temperature, as in the example below, would make the inferred $g$ about 1.5\% too large, and a 5 K error in reading the peak changes it by about 1\%.

\subsection*{How flat is the peak?}

Let $u=\ln T$, and let $q=1-p=e^x/(3+e^x)$ be the singlet fraction. Since $dx/du=-x$,
\begin{equation}
\frac{d\ln\chi}{du}=-1+xq .
\label{logslope}
\end{equation}
Using $dq/dx=q(1-q)$, a second derivative gives
\begin{equation}
\frac{d^2\ln\chi}{du^2}=-x\left[q+xq(1-q)\right].
\end{equation}
At the maximum $xq=1$, so the right-hand side is $-[1+x_m(1-q)]=-[1+x_m-1]=-x_m$. Close to the peak,
\begin{equation}
\frac{\chi}{\chi_{\max}}\simeq1-\frac{x_m}{2}
\left(\ln\frac{T}{T_{\max}}\right)^2 .
\end{equation}
A drop of 1\% needs $|\ln(T/T_{\max})|=\sqrt{0.02/1.6035}\simeq0.11$, about 28 K to either side. The full curve stays within 1\% of its maximum from 229 to 286 K. The highest single data point is therefore a poor estimate of $T_{\max}$; fit the model curve itself through many points. A simple parabola is biased because the peak is skewed: fitted in $T$ over $\pm50$ K it places the maximum about 5 K too high, and fitted as $\ln\chi$ against $\ln T$ about 2 K too high. If the peak position is uncertain by 5 K, the gap is uncertain by $1.6035\times5\simeq8$ K, or 2\% of $\Delta$.

\subsection*{Monomeric copper}

The same curvature tells you how a small correction moves the peak. Let $\ln\chi$ acquire an extra term whose slope with respect to $u$ is $s$. Near the old maximum the total slope is $-x_m\,\delta u+s$, so the new maximum is displaced by
\begin{equation}
\delta\ln T_{\max}=\frac{s}{x_m}
\label{shift}
\end{equation}
to first order.

Suppose a fraction $\rho$ of the copper is present as free spins $1/2$ with the same $g$. The amount that would make one mole of dimers contains two moles of copper, so the monomers add $2\rho\,Ng^2\mu_B^2/(4kT)$. The dimer part is reduced by the factor $1-\rho$. Relative to $\chi$, the first-order change is
\begin{equation}
\rho\left(\frac{3+e^x}{4}-1\right).
\end{equation}
Its slope in $u$ is $s=-\rho xe^x/4$. Equation \eqref{shift} then gives $\delta\ln T_{\max}=-\rho e^{x_m}/4$. The Curie tail pulls the observed peak to lower temperature, so the true gap is larger than the one inferred from it:
\begin{equation}
\frac{\delta\Delta}{\Delta}\simeq\frac{\rho e^{x_m}}{4}.
\end{equation}
For $\rho=0.01$ this is $0.01\times4.9706/4=0.0124$, or $+5.1$ K. Solving the full problem, with the observed peak held at 255 K, gives $+5.2$ K. The first-order formula is good for a few percent of monomers; at $\rho=0.05$ it gives 25 K against 28 K from the full solution. You can estimate $\rho$ from your data below about 30 to 40 K, where the dimer signal has frozen out and the Curie tail remains; at 50 K and $\rho=0.01$ the dimer term is still 11\% of the tail. Fit a Curie term plus a constant, because the temperature-independent background discussed below remains there too.

\subsection*{A gap that changes with temperature}

The derivation held $\Delta$ fixed. In a solid, the geometry of the bridge can change as the crystal expands, and the exchange energy with it. Write
\begin{equation}
\Delta(T)=\Delta_m\left[1+r(T-T_{\max})\right],
\end{equation}
where $\Delta_m$ is the gap at the observed peak, and set $a=rT_{\max}$. At the peak, $dx/du=-x(1-a)$ instead of $-x$. The stationary condition from \eqref{logslope} becomes $x(1-a)q=1$, or
\begin{equation}
x(1-a)=1+3e^{-x}.
\end{equation}
Put $x=x_m+\delta$ and keep first-order terms: $\delta-ax_m=-3e^{-x_m}\delta$. Since $1+3e^{-x_m}=x_m$, this gives $\delta=a$, and
\begin{equation}
\delta\Delta_m\simeq k\,r\,T_{\max}^2 .
\end{equation}
I do not have a reliable drift rate for your sample, so take an illustrative decrease of 2\% per 100 K, $r=-2\times10^{-4}$ K$^{-1}$. The estimate is $-13.0$ K and the full solution $-12.5$ K, about 3\% of the gap. For the inputs chosen here, this is the largest of the corrections considered. A single peak temperature cannot reveal it; the direct way is to measure the gap spectroscopically at several temperatures. A fit of the whole curve separates the drift only with precise data reaching low temperature: between 80 and 320 K, a fixed-gap model with free $g$, background and monomer fraction reproduces this drifting curve to about 0.03\%, and only when data down to about 10 K fix the background and the monomers does a misfit of about 0.4\% appear.

\subsection*{Effects that hardly move the peak}

\paragraph{Constant background.} Temperature-independent paramagnetism and diamagnetism add constants to $\chi$. Their derivative is zero, so they leave $T_{\max}$ where it is. They do affect the height: a rough paramagnetic term of $1.2\times10^{-4}$ cm$^3$/mol of dimers is 7\% of the calculated peak, and the core diamagnetism of the hydrate, roughly $-1.7\times10^{-4}$ cm$^3$/mol of dimers from tabulated Pascal constants, is about 10\% with the opposite sign.

\paragraph{Coupling between dimers.} Let $X=2/[kT(3+e^x)]$ be the spin response of one dimer, so that $\langle S_z\rangle=Xg\mu_BB$. Each of its two spins carries half of this. A weak bond $j\,\mathbf S_b\cdot\mathbf S_c$ between neighbouring dimers changes the free energy, in first order, by $j(Xg\mu_BB/2)^2$. The two uncoupled dimers together contribute $-X(g\mu_BB)^2$. Comparing these terms gives a new response per dimer
\begin{equation}
X'=X-\frac{jX^2}{4},\qquad
\frac{dX'}{dT}=\left(1-\frac{jX}{2}\right)\frac{dX}{dT}.
\end{equation}
The height changes, but in this order the derivative still vanishes at the old peak. For $j/k=4$ K, the first-order change in $\chi$ is $-0.098\%$, and diagonalizing the four-spin cluster gives a peak shift of only $-0.0014$ K. These numbers are for one bond between an isolated pair; in a chain, with two such bonds per dimer, the change in height doubles and the shift remains of order $0.002$ K.

\paragraph{Zero-field splitting.} The triplet is slightly split even without a field, by an energy $D(S_z^2-2/3)$. Without this term the dimer has no preferred direction, so the first-order change of $\chi$ along an axis is proportional to the corresponding element of a traceless tensor. For an isotropic $g$, averaging over directions in a powder cancels it. With a rough $D/k=0.5$ K, $\chi$ at 255 K changes by $-0.065\%$ along the special axis, but by only about $5\times10^{-6}\,\%$ in a powder. A negative $D$ of the same size reverses the change along the axis. The $g$ factor of real Cu(II) depends on direction, so the cancellation is incomplete: with illustrative values of 2.35 along the axis and 2.06 across it, the powder change is about $0.006\,\%$ in size, still negligible.

\paragraph{Finite field.} Carrying \eqref{moment} to the next order multiplies $M/B$ by $1+b^2[1/6-1/(3+e^x)]$. At the peak $3+e^{x_m}\simeq7.97$, so the correction is positive. In a field of 1 T it is about $10^{-4}\,\%$.

\subsection*{What this means for the real precursor}

The model can be compared with a familiar quantity, the effective moment per copper. From $\mu_{\rm eff}^2=3kT\chi_{\rm Cu}/(N\mu_B^2)$, in units of $\mu_B^2$, and \eqref{population} one finds $\mu_{\rm eff}=g\sqrt p$. At 300 K the triplet fraction is 0.434, which gives $1.42\,\mu_B$; a free copper spin with the same $g$ would have $1.87\,\mu_B$. Including the rough paramagnetic background given above would raise the calculated dimer value to about $1.47\,\mu_B$. The solid acetate has a measured room-temperature moment of roughly $1.4\,\mu_B$, so the parameters are in the right regime, but this is only a coarse check. This comparison does not test the assumption of a fixed gap; the drift assumed above would raise the calculated moment by only about 1.5\%.

As for the precursor in use, the calculated triplet fraction is 0.048 at 100 K and 0.547 at 450 K, a round value for a heated source. The last number holds only if the dimer survives with the same gap. The common form of the solid is a hydrate with a water molecule on each copper. Heating can remove that water, and further heating decomposes the acetate, so a gap found near 255 K should not be carried over to a hot source without a new measurement.

For your sample I would report $\Delta/k\simeq409$ K, or $284\ {\rm cm^{-1}}$, as the value for a fixed gap and no monomers. Do not read three figures as the accuracy: a 5 K reading error, 1\% of monomers or the assumed drift would each shift $\Delta/k$ by roughly 5 to 13 K. The numerical output below lists the main values used here.

\section*{Computed values}
\begin{verbatim}
Input peak temperature: 255 K
Input g factor (rough): 2.16
Newton iterate 0: x = 2.000000
Newton iterate 1: x = 1.703003
Newton iterate 2: x = 1.611050
Newton iterate 3: x = 1.603591
Newton iterate 4: x = 1.603546
Newton iterate 5: x = 1.603546
Root x_peak: 1.603546
exp(x_peak): 4.9706
Singlet-triplet gap / k: 408.9 K
Gap in wavenumbers: 284.2 cm^-1
Gap in meV: 35.24 meV
Peak found by search with this gap: 255.00 K
N muB^2/k: 0.37515 cm^3 K/mol
Peak susceptibility per mole of dimer: 1.722e-03 cm^3/mol
Peak susceptibility per mole of Cu: 8.611e-04 cm^3/mol
Triplet fraction at 100 K: 0.0479
Triplet fraction at 255 K: 0.3764
Triplet fraction at 300 K: 0.4343
Triplet fraction at 450 K: 0.5473
Effective moment per Cu at 300 K: 1.42 muB
Effective moment of a free Cu spin: 1.87 muB
Log-log curvature at the peak: -1.6035
Range within 1% of peak: 229 to 286 K
Assumed reading error of the peak: 5 K
Gap error from reading: 8.0 K
Assumed monomeric Cu: 1.0 %
Gap correction, monomers, full: +5.2 K
Gap correction, monomers, estimate: +5.1 K
Assumed gap drift: -2.0 % per 100 K
Gap correction, drift, full: -12.5 K
Gap correction, drift, estimate: -13.0 K
Assumed coupling between two dimers: 4.0 K
First-order chi change by coupling: -0.098 %
Peak shift by coupling: -0.0014 K
Assumed zero-field splitting (rough): 0.5 K
Chi change along the axis: -0.0654 %
Chi change in a powder: +5.3e-06 %
Assumed measuring field: 1.0 T
Chi change by finite field: +1.3e-04 %
Assumed constant background: 1.2e-04 cm^3/mol dimer
Background relative to peak: 7.0 %
\end{verbatim}
